\section*{When an N-layer film is not one sheet with N-fold screening length}

\section{The argument under comment}

The argument concerns charges in an undoped nine-layer semiconductor channel and runs as follows. A monolayer screens an in-plane potential of wavevector $q$ by the factor $1+r_0q$, where $r_0$ is its screening length. Polarizabilities of layers lying side by side add. A film of $N$ layers is therefore one sheet of length $Nr_0$, and the interaction of two charges in it is divided by $1+Nr_0q$. With $r_0=4$~nm and $N=9$ the length is 36~nm. At $q=0.5$~nm$^{-1}$ the interaction is then reduced nineteen-fold, from which the argument concludes that charged defects in the film hardly matter at nanometre distances.

The addition of polarizabilities presumes that all layers feel the same potential. The question is for which $q$ they do, and what replaces the factor nineteen when they do not.

\section{Coupled sheets}

Let $N$ identical sheets lie in vacuum at heights $z_i=id$, and define the thickness as $L=Nd$. Each sheet has a static, linear, local in-plane polarizability $\chi$: the dipole moment per area is $\chi$ times the in-plane field. Out-of-plane polarization, free carriers and a substrate are left out at first and are sized at the end.

For a potential varying as $e^{i\mathbf q\cdot\mathbf r}$ in the plane, with amplitude $\phi_i$ at sheet $i$, the induced charge density is minus the divergence of the polarization,
\begin{equation}
\sigma_i=\chi\nabla_\parallel^2\phi_i=-\chi q^2\phi_i .
\end{equation}
A sheet of charge $\sigma$ at $z=0$ produces a potential obeying $\phi''-q^2\phi=-\sigma\delta(z)/\varepsilon_0$. The decaying solution is $Ae^{-q|z|}$. Its slope jumps by $-2qA$, which must equal $-\sigma/\varepsilon_0$, so $A=\sigma/(2\varepsilon_0q)$.

Place an external charge density $\sigma_{\rm ext}$ in sheet $s$ and measure potentials in units of $\sigma_{\rm ext}/(2\varepsilon_0q)$, calling them $f_i$. Adding the potentials of external and induced charges gives
\begin{equation}
f_i=M_{is}-a\sum_jM_{ij}f_j,\qquad M_{ij}=e^{-qd|i-j|},
\label{eq:coupled}
\end{equation}
with
\begin{equation}
a=\frac{\chi q^2}{2\varepsilon_0q}=r_0q,\qquad r_0=\frac{\chi}{2\varepsilon_0}.
\end{equation}
The interaction of two unit charges in sheet $s$ is $W=e^2u/(2\varepsilon_0q)$ with $u=f_s$, or
\begin{equation}
u=\big[(1+aM)^{-1}M\big]_{ss}.
\end{equation}
To compare with one sheet, define an effective length $R$ by
\begin{equation}
\frac1u=1+qR .
\end{equation}
For $N=1$, equation (\ref{eq:coupled}) reads $u=1-au$, so $R=r_0$. If $qd\to0$ at fixed $N$ and $a$, every $M_{ij}\to1$. All $f_i$ are then equal, $u=1-Nau$, and
\begin{equation}
u_0=\frac1{1+Na},\qquad R=Nr_0 .
\end{equation}
This is the rule used in the argument, and here it is correct.

\section{The rule overestimates the length at every nonzero wavevector}

The matrix $M$ is positive definite, because with $t=e^{-qd}<1$ the Fourier sum of its elements is
\begin{equation}
\sum_{n=-\infty}^{\infty}t^{|n|}e^{in\theta}=\frac{1-t^2}{1-2t\cos\theta+t^2}>0 .
\end{equation}
Hence $M^{-1}$ exists and $u=[A^{-1}]_{ss}$ with $A=M^{-1}+a$. For any symmetric positive definite $A$, completing the square gives
\begin{equation}
2x_s-x^{T}Ax=[A^{-1}]_{ss}-(x-A^{-1}e_s)^{T}A\,(x-A^{-1}e_s),
\end{equation}
where $e_s$ is the unit vector of sheet $s$. Therefore
\begin{equation}
[A^{-1}]_{ss}=\max_x\,(2x_s-x^{T}Ax),
\label{eq:var}
\end{equation}
and any trial vector gives a lower bound on $u$.

Take $x=cMe_s$. Since $M_{ss}=1$, one has $x_s=c$ and $x^TM^{-1}x=c^2$, while
\begin{equation}
x^Tx=c^2S_s,\qquad S_s=\sum_ie^{-2qd|i-s|}.
\end{equation}
The trial value $2c-c^2(1+aS_s)$ is largest at $c=1/(1+aS_s)$, where it equals $1/(1+aS_s)$. Thus $1/u\le1+aS_s$.

For a bound on the other side, switch off the polarizability of all sheets except $s$. This replaces $ax^Tx$ by the smaller quantity $ax_s^2$, so the maximum in (\ref{eq:var}) can only rise. With one polarizable sheet it is $1/(1+a)$. Together,
\begin{equation}
r_0\le R\le r_0\sum_ie^{-2qd|i-s|}<Nr_0\qquad(N>1,\ q>0).
\label{eq:bounds}
\end{equation}

The exponent has a direct meaning. A sheet at distance $d|i-s|$ feels the external charge reduced by $e^{-qd|i-s|}$, and its induced charge acts back reduced by the same factor. For weak sheets, $u=1-aS_s+O(a^2)$, so $R\to r_0S_s$ and the upper bound is reached. For the middle layer of a film with many closely spaced layers the sum becomes an integral:
\begin{equation}
\frac{S_s}{N}\simeq\frac1L\int_{-L/2}^{L/2}e^{-2q|z|}\,dz=\frac{1-e^{-qL}}{qL}.
\end{equation}
This is well below one when $qL$ is not small. The $N$-fold length then fails whatever the strength of the sheets.

The interaction itself need not be far off. Since $u<1$, the ratio $u/u_0$ is below $1+Na$, so very weak sheets hide the error because they barely screen. For nine sheets with $r_0/d=0.01$ and $qL=3$, solving (\ref{eq:coupled}) gives $R/(Nr_0)=0.33$ in the middle layer, yet $u/u_0=1.02$.

\section{A small $qL$ is not sufficient}

One might repair the argument by requiring $qL\ll1$. To see whether this is enough, expand in the spacing: $M=J-qdD+O(q^2d^2)$, where $J_{ij}=1$ and $D_{ij}=|i-j|$. Because $J^2=NJ$,
\begin{equation}
(1+aJ)^{-1}=1-bJ,\qquad b=\frac a{1+Na},
\end{equation}
as multiplication by $1+aJ$ confirms. Writing $(1+aM)^{-1}M=a^{-1}[1-(1+aM)^{-1}]$ and varying the inverse gives
\begin{equation}
\delta u=v^T\,\delta M\,v,\qquad v=(1+aJ)^{-1}e_s=e_s-b\mathbf 1,
\end{equation}
where $\mathbf 1$ has all elements equal to one. Define $D_s=\sum_i|i-s|$ and $D_{\rm tot}=\sum_{ij}|i-j|$. With $\delta M=-qdD$ and $D_{ss}=0$,
\begin{equation}
\delta u=qd\,(2bD_s-b^2D_{\rm tot}).
\end{equation}
The change of $1/u$ is $-(1+Na)^2\delta u$, and $b(1+Na)=a$. Dividing by $q$ yields, to first order in $d$ and for any $a$,
\begin{align}
Nr_0-R&=d\,[2a(1+Na)D_s-a^2D_{\rm tot}]\nonumber\\
&=2r_0qd\,D_s+r_0^2q^2d\,(2ND_s-D_{\rm tot}).
\label{eq:first}
\end{align}
Counting pairs by their separation $k$,
\begin{equation}
D_{\rm tot}=2\sum_{k=1}^{N-1}k(N-k)=\frac{N(N^2-1)}3 .
\end{equation}
For the middle layer of an odd $N$, $D_s=2\sum_{k=1}^{(N-1)/2}k=(N^2-1)/4$, so $2ND_s-D_{\rm tot}=N(N^2-1)/6$. For large $N$ the relative shortfall becomes
\begin{equation}
\frac{Nr_0-R}{Nr_0}\simeq\frac{qL}2+\frac{(qL)^2}6\,\frac{r_0}d .
\label{eq:two}
\end{equation}
The second term can be large while $qL$ is small. Strong in-plane polarization confines the field of the charge, so the potential varies across the film over a distance shorter than $1/q$.

Small values of both parameters do suffice. Apply (\ref{eq:var}) to the matrix $1+aM$ with the trial vector $v$. Since $v^T(1+aJ)v=v_s$,
\begin{equation}
[(1+aM)^{-1}]_{ss}\ge v_s-a\,v^T(M-J)v .
\end{equation}
With $u=a^{-1}\{1-[(1+aM)^{-1}]_{ss}\}$ and $u_0=a^{-1}(1-v_s)$ this becomes
\begin{align}
u-u_0&\le v^T(M-J)v\nonumber\\
&=2b\sum_i(1-M_{is})-b^2\sum_{ij}(1-M_{ij})\nonumber\\
&\le2b\,qd\,D_s ,
\end{align}
where the last line drops a negative term and uses $1-e^{-x}\le x$. As $b=au_0$, and $u\geq u_0$ by (\ref{eq:bounds}),
\begin{equation}
0\le\frac u{u_0}-1\le\eta,\qquad\eta=2r_0q^2d\,D_s .
\label{eq:eta}
\end{equation}
From $1+qR\ge(1+Na)/(1+\eta)$ and $\eta/(Na)=2qdD_s/N$ it follows that
\begin{equation}
\frac R{Nr_0}\ge\frac{1-2qdD_s/N}{1+\eta}.
\end{equation}
In the middle layer $2qdD_s/N\le qL/2$ and $\eta\le(qL)^2r_0/(2d)$. The length $Nr_0$ is thus accurate if both $qL$ and $(qL)^2r_0/d$ are small. For the interaction, smallness of the second parameter is enough.

The case $qL=0.1$ shows the difference. For nine sheets with $r_0/d=0.01$ the middle layer has $R/(Nr_0)=0.95$. With $r_0/d=1000$, a deliberately extreme value, the ratio is 0.44.

\section{What replaces the rule in a thick film}

Between sheets $f''=q^2f$. Solving this between neighbouring values gives the slopes just above and below sheet $i$,
\begin{equation}
f'_{i\pm}=\pm q\,\frac{f_{i\pm1}-f_i\cosh qd}{\sinh qd}.
\end{equation}
The slope jumps by $2q(af_i-\delta_{is})$, from the induced and external charges, so
\begin{equation}
f_{i+1}+f_{i-1}-2f_i\cosh qd=2\sinh qd\,(af_i-\delta_{is}).
\end{equation}
Far from both surfaces try $f_i=ue^{-\kappa d|i-s|}$. The equations for $i\ne s$ and for $i=s$ give, respectively,
\begin{align}
\cosh\kappa d&=\cosh qd+r_0q\sinh qd,\label{eq:kappa}\\
u\,(\cosh\kappa d-e^{-\kappa d})&=\sinh qd .
\end{align}
The bracket is $\sinh\kappa d$, hence
\begin{equation}
u=\frac{\sinh qd}{\sinh\kappa d}.
\label{eq:thick}
\end{equation}
No $N$ appears: once $\kappa$ times the distance to each surface is large, further layers do not change the interaction.

If $\kappa d\ll1$, expanding (\ref{eq:kappa}) gives $\kappa=q\sqrt{\varepsilon_\parallel}$ with $\varepsilon_\parallel=1+2r_0/d$, and $u=1/\sqrt{\varepsilon_\parallel}$. The reduction $1/u=\sqrt{\varepsilon_\parallel}$ is then independent of $q$, as in a bulk dielectric, instead of growing with $q$. If $qd\gg1$, then $\sinh\kappa d\simeq(1+a)\sinh qd$ and $R\to r_0$: the charge sees its own layer.

\section{The nine-layer channel}

The argument's values, $r_0=4$~nm with $d=0.6$~nm, are rough values for few-layer MoS$_2$. They give $L=5.4$~nm and $\varepsilon_\parallel=14.3$. At $q=0.5$~nm$^{-1}$ one has $qd=0.3$ and $a=2$. Equation (\ref{eq:kappa}) gives $\cosh\kappa d=1.045+2\times0.3045=1.654$, so $\sinh\kappa d=1.318$ and
\begin{equation}
\frac1u=\frac{1.318}{0.3045}=4.33 .
\end{equation}
Solving the nine coupled equations for the middle layer also gives 4.33. The claimed value was $1+9\times2=19$, so in this model the argument makes the interaction too weak by a factor 4.4. Solutions at other wavevectors are as follows.

\begin{center}
\begin{tabular}{cccccc}
$q$ & $qL$ & $R$ (nm) & $R$ (nm) & $1/u$ & $1/u$\\
(nm$^{-1}$) & & middle & edge & middle & one sheet\\
0.002 & 0.011 & 36 & 36 & 1.1 & 1.1\\
0.02 & 0.11 & 34 & 32 & 1.7 & 1.7\\
0.1 & 0.54 & 23 & 16 & 3.3 & 4.6\\
0.5 & 2.7 & 6.7 & 5.3 & 4.3 & 19\\
2 & 11 & 4.1 & 4.0 & 9.2 & 73
\end{tabular}
\end{center}

At $q=0.02$~nm$^{-1}$, equation (\ref{eq:first}) with $D_s=20$ and $D_{\rm tot}=240$ gives a shortfall of $1.92+0.46=2.38$~nm; the full solution gives 2.26~nm. In an edge layer $D_s=36$, which makes the shortfall larger. The last row shows the approach to $r_0$ in the model. There $1/q$ is comparable with the thickness of a real layer, so it should not be read as a value for MoS$_2$.

The conclusion about nanometre distances needs the transform to real space. The angular integral over $\mathbf q$ gives
\begin{equation}
V(\rho)=\frac{e^2}{4\pi\varepsilon_0}\int_0^\infty J_0(q\rho)\,u(q)\,dq .
\end{equation}
For one sheet of length $r$ this is the Rytova--Keldysh form,
\begin{equation}
V=\frac{e^2}{4\pi\varepsilon_0}\frac{\pi}{2r}\left[\mathbf H_0\!\left(\frac\rho r\right)-Y_0\!\left(\frac\rho r\right)\right],
\end{equation}
with $\mathbf H_0$ the Struve function and $Y_0$ the Bessel function of the second kind. For the film, the monolayer form with $r=r_0$ was used and the remaining, rapidly decaying part of $u$ was integrated by Gauss--Legendre quadrature. With in-plane response alone, two unit charges in the middle layer interact with about 400~meV at 1~nm, against 150~meV for the single sheet. At 5~nm the values are about 110 and 90~meV, and at 20~nm the two nearly coincide. At 100~nm both are about 13~meV, with the film value lower by a few tenths of a percent. This does not conflict with $u>u_0$ at every $q$, because $J_0$ changes sign.

\section{How much survives in a real channel}

The omitted effects can be sized by solving
\begin{equation}
\frac{d}{dz}\left(\varepsilon_\perp\frac{df}{dz}\right)-q^2\varepsilon_\parallel f=-2q\,\delta(z-z_s)
\end{equation}
with finite differences. Spreading each sheet's polarizability over 0.3~nm changes $1/u$ at $q=0.5$~nm$^{-1}$ from 4.3 to 4.0. Out-of-plane polarization matters more. In a uniform slab with $\varepsilon_\parallel=14.3$ and a rough $\varepsilon_\perp=6$, the decay constant falls to $\kappa=q\sqrt{\varepsilon_\parallel/\varepsilon_\perp}$ and the potential is more even across the film. Then $1/u=9.0$ in the middle layer, outside the range allowed by (\ref{eq:bounds}), which holds for in-plane response alone. The single sheet's 19 is still too large by a factor of about two: for $\varepsilon_\perp$ between 4 and 8 the slab gives 7.5 to 10.2. At $q=0.1$~nm$^{-1}$, however, the slab gives 4.5 against 4.6. Out-of-plane polarization is what brings them together: without it the film has 3.3, while for $\varepsilon_\perp$ between 4 and 8 the slab gives 4.3 to 4.6.

The energies in real space change as well. With $\varepsilon_\perp=6$, two unit charges in the middle of the slab interact with about 220~meV at 1~nm, where in-plane response alone gave 400~meV and the single sheet 150~meV. The slab's value assumes point charges and permittivities that do not depend on $q$. Spreading each charge in the plane as a Gaussian of standard deviation 0.3~nm raises it by about 10\%, while letting $\varepsilon_\parallel-1$ and $\varepsilon_\perp-1$ fall to half at $q=5$~nm$^{-1}$ changes it by a few percent, with a sign that depends on the assumed form: a factor $1/[1+(q/5)^2]$ lowers it by about 3\%, a factor $1/(1+q/5)$ raises it by less than 1\%. At 5~nm the slab and the single sheet differ by only about 2\%. In an edge layer, with the charges 0.3~nm below the surface, the slab gives about 290~meV at 1~nm and exceeds the single sheet by about 6\% at 5~nm. In vacuum, for this $\varepsilon_\perp$ and for two charges in the same layer, the single sheet therefore fails clearly at about one nanometre but is within several percent at five.

A gate oxide changes this again. Take HfO$_2$, with a rough permittivity of 20, filling the space below the film. A single sheet on its surface has $1/u=(1+20)/2+Nr_0q$, since the bare potential is set by the mean permittivity of the two sides. At $q=0.1$~nm$^{-1}$ this is 14.1, while the slab's middle layer has 8.6. At $q=0.5$~nm$^{-1}$ the values are 28.5 and 9.2. Distance from the oxide does not explain the difference by itself: a single sheet raised by 2.7~nm, with vacuum beneath it, would have 5.7 and 19 at these two wavevectors. Nor does the length $Nr_0$ carry over to the oxide at small $q$. Both models start from $1/u=10.5$ at $q=0$, but at $q=0.02$~nm$^{-1}$ the single sheet has risen to 11.2, while the slab's middle layer has fallen to 9.7. The oxide is also taken as infinitely deep. An ideal metal gate behind 3~nm of it would raise the slab's value at $q=0.1$~nm$^{-1}$ from 8.6 to 11.5, and would leave the value at $q=0.5$~nm$^{-1}$ almost unchanged. At $q=0.02$~nm$^{-1}$ the gate dominates: it raises the slab's value from 9.7 to about 43 and the single sheet's from 11.2 to about 168.

A working transistor also breaks the assumption that there are no free carriers. Nondegenerate carriers of density $n$ per layer add an induced charge $-e^2n\phi/(k_BT)$, to be compared with $-2\varepsilon_0r_0q^2\phi$ from bound charge. At 300~K and $q=0.5$~nm$^{-1}$, the carrier part reaches a tenth of the bound part at
\begin{equation}
n=0.1\,\frac{2\varepsilon_0r_0q^2k_BT}{e^2}\approx3\times10^{10}\ {\rm cm^{-2}} .
\end{equation}
This is a long-wavelength estimate; for a carrier mass near $0.5\,m_e$ the response at $q=0.5$~nm$^{-1}$ is about 10\% smaller. By the same linear formula, $10^{12}$~cm$^{-2}$ per layer would give a carrier response about 3.5 times the bound one (about 3 once the finite wavevector and degeneracy are included), so the numbers above apply to a depleted channel. How strongly depleted depends on the wavevector: the density for a tenth of the bound response falls as $q^2$, to about $10^9$~cm$^{-2}$ per layer at $q=0.1$~nm$^{-1}$. Hybridization between layers, which alters $\chi$ itself, lies outside this electrostatic model and has not been sized.

For two charges in the same layer of a depleted film in vacuum, the argument can therefore keep $Nr_0$ for wavevectors at which both $qL$ and $(qL)^2r_0/d$ are small, and should withdraw the nineteen-fold reduction. These conditions were derived for in-plane response and can be stricter than needed when the layers also polarize out of plane. With $\varepsilon_\perp=6$ at $q=0.1$~nm$^{-1}$, where the second parameter is 1.9, the slab's length is about 4\% below $Nr_0$ in the middle layer and 16\% below it in an edge layer. Part of this closeness is a cancellation. As $q\to0$ the slab's length tends to $\tfrac L2(\varepsilon_\parallel-1/\varepsilon_\perp)=Nr_0+\tfrac L2(1-1/\varepsilon_\perp)$, about 38~nm instead of 36 for $\varepsilon_\perp=6$. The same term raises a monolayer's length from 4 to 4.25~nm, so the $N$-fold rule still holds at $q\to0$ if that length is used; measured against nine times 4.25~nm, the shortfalls at $q=0.1$~nm$^{-1}$ are about 9\% and 21\%. At $q=0.5$~nm$^{-1}$ the estimate that includes out-of-plane response, with $\varepsilon_\perp=6$, is a reduction of about nine in the middle layer and about six in an edge layer. Between different layers the potential also decays across the film. Relative to the bare interaction within one layer, the same slab gives a reduction of about 14 between the middle layer and its neighbour, and of more than 20 between the middle layer and the next one out. Much of this rise is the decay $e^{-qd|i-j|}$ already present in the bare interaction; relative to the bare interaction between the same two layers the reductions are about 10 and 12. No single factor describes the whole film at this wavevector.

All numerical values are calculated from the stated model.
